# Shinnar-Le Roux pulse design: hard-pulse trains as pairs of polynomials, part 1

(Sections cited here and not found follow in the second part.)

## Two pulses and a delay

Take one spin-1/2 whose magnetisation $M_0$ points along $+z$. Tip it by $45^\circ$ about $x$, let it precess for a time $\Delta t$, and tip it by $45^\circ$ again. On resonance the two rotations add to $90^\circ$. At the offset where the spin precesses by half a turn during $\Delta t$, the second pulse undoes the first. The response between these cases is a polynomial in one phase factor, and the Shinnar-Le Roux (SLR) method rests on this fact.

The spin is isolated and relaxation is neglected over the pulse. In the frame that turns with the carrier, with the counter-rotating half of the radio-frequency field dropped,

$$H=-\frac{\hbar}{2}\,\boldsymbol\Omega\cdot\boldsymbol\sigma,\qquad \boldsymbol\Omega=(\gamma B_{1x},\ \gamma B_{1y},\ \Delta\omega),$$

where $\gamma$ is the gyromagnetic ratio and $\Delta\omega$ is the Larmor frequency $\gamma B_z$ minus the frame frequency. From $\dot\sigma_k=(i/\hbar)[H,\sigma_k]$ and $[\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l$ one gets $\dot\sigma_k=\epsilon_{jkl}\Omega_j\sigma_l$, which is the Bloch equation $\dot{\mathbf M}=\mathbf M\times\boldsymbol\Omega$ for $\mathbf M\propto\langle\boldsymbol\sigma\rangle$. For constant $H$ the propagator is $\exp(-iH\Delta t/\hbar)=\exp(i\boldsymbol\Omega\cdot\boldsymbol\sigma\,\Delta t/2)$, in which $\hbar$ has cancelled. Since $(\mathbf n\cdot\boldsymbol\sigma)^2=1$ for a unit vector, $\exp(i\chi\,\mathbf n\cdot\boldsymbol\sigma)=\cos\chi+i\,\mathbf n\cdot\boldsymbol\sigma\sin\chi$.

Free precession for $\Delta t$ gives, with $x=\Delta\omega\Delta t$,

$$P=\begin{pmatrix}z^{1/2}&0\\0&z^{-1/2}\end{pmatrix},\qquad z=e^{ix},\quad z^{1/2}=e^{ix/2}.$$

A hard pulse is a rotation during which the offset is ignored. Define its angle and phase by $\varphi e^{i\theta}=\gamma(B_{1x}+iB_{1y})\Delta t$. The axis is $\mathbf n=(\cos\theta,\sin\theta,0)$, the matrix $\mathbf n\cdot\boldsymbol\sigma$ has $e^{-i\theta}$ above the diagonal and $e^{i\theta}$ below it, and

$$R=\begin{pmatrix}C&-S^*\\S&C\end{pmatrix},\qquad C=\cos\frac\varphi2,\quad S=ie^{i\theta}\sin\frac\varphi2 .$$

The upper element is right because $-S^*=ie^{-i\theta}\sin(\varphi/2)$.

Start from the spinor $(1,0)$ and write $c=\cos(\varphi/2)$, $s=\sin(\varphi/2)$, $\theta=0$. The first pulse gives $(c,\ is)$. Precession gives $z^{1/2}(c,\ is\,z^{-1})$. The second pulse gives $z^{1/2}(A,B)$ with

$$A=c^2-s^2z^{-1},\qquad B=isc\,(1+z^{-1}).$$

Thus $|B|=\sin\varphi\,|\cos(x/2)|$. For $\varphi=45^\circ$ the spin-down probability $|B|^2$ is $1/2$ at $x=0$, a full $90^\circ$ tip, and zero at $x=\pi$. The amplitude $B$ is a two-tap digital filter acting on the offset, and this holds exactly at any $\varphi$.

## From spinor to magnetisation

Every product of matrices $R$ and $P$ has the form $U=\begin{pmatrix}\alpha&-\beta^*\\ \beta&\alpha^*\end{pmatrix}$ with $|\alpha|^2+|\beta|^2=1$, because this form survives multiplication; $\alpha$ and $\beta$ are the Cayley-Klein parameters. With $M_+=M_x+iM_y$, the magnetisation transforms as $\mathbf M'\cdot\boldsymbol\sigma=U(\mathbf M\cdot\boldsymbol\sigma)U^\dagger$, where $\mathbf M\cdot\boldsymbol\sigma=\begin{pmatrix}M_z&M_+^*\\M_+&-M_z\end{pmatrix}$. The first column of $U^\dagger$ is $(\alpha^*,-\beta)$. The second row of $U$ times $\mathbf M\cdot\boldsymbol\sigma$ is $(\beta M_z+\alpha^*M_+,\ \beta M_+^*-\alpha^*M_z)$, and the first row gives $(\alpha M_z-\beta^*M_+,\ \alpha M_+^*+\beta^*M_z)$. Multiplying each into that column,

$$M_+'=\alpha^{*2}M_+-\beta^2M_+^*+2\alpha^*\beta M_z,$$

$$M_z'=-2\,\mathrm{Re}(\alpha^*\beta^*M_+)+(|\alpha|^2-|\beta|^2)M_z .$$

From equilibrium, $M_+'=2\alpha^*\beta M_0$ and $M_z'=(1-2|\beta|^2)M_0$. For free precession $\alpha^{*2}=z^{-1}$, so $M_+$ acquires $e^{-i\Delta\omega t}$. A $90^\circ$ pulse about $x$ has $2\alpha^*\beta=i$ and turns $+z$ into $+y$, as $\hat z\times\hat x=\hat y$ requires. The map is linear in $\mathbf M$, so it holds for either sign of $\gamma$.

The magnitudes of all the terms depend on $|\beta|$ alone, since $|\alpha|^2=1-|\beta|^2$. The excitation profile is $2|\beta|\sqrt{1-|\beta|^2}$, the inversion profile is $1-2|\beta|^2$, and the echo profile (the $M_+^*$ term) is $|\beta|^2$. One therefore designs $\beta$ and needs $\alpha$ only to complete a realisable pulse.

## Three pulses designed by hand

Ask for a train of three pulses with

$$B(z)=i\sin45^\circ\,\frac{(1+z^{-1})^2}{4},\qquad b_k/i=(0.176777,\ 0.353553,\ 0.176777),$$

where $b_k$ multiplies $z^{-k}$. It gives $90^\circ$ on resonance and a double null at $x=\pi$.

First find a partner $A=a_0+a_1z^{-1}+a_2z^{-2}$ with $|A|^2=1-|B|^2$ on $|z|=1$. Since $|1+z^{-1}|^2=2+z+z^{-1}\equiv4y$, we have $|B|^2=y^2/2$. Continued to complex $z$, the function $1-y^2/2$ vanishes at $y=\pm\sqrt2$, that is at $z+z^{-1}=\pm4\sqrt2-2$. Each is a quadratic whose two roots multiply to one. The roots inside the unit circle are $r_1=0.297693$ and $r_2=-0.132909$. Take $A=a_0(1-r_1z^{-1})(1-r_2z^{-1})$ and fix $a_0>0$ at $z=1$, where $|A|^2=1/2$:

$$a_0=\frac{1/\sqrt2}{(1-0.297693)(1+0.132909)}=0.888716,$$

$$a_1=-a_0(r_1+r_2)=-0.146447,\qquad a_2=a_0r_1r_2=-0.035163 .$$

Now remove the last pulse. Just before it, the state has come out of a precession, so it has the form $(A_2,\ z^{-1}B_2)$, with $A_2$ and $B_2$ of first degree as in the two-pulse case. Applying $R_3^\dagger$ to $(A,B)$ must therefore leave no constant term in the lower row and no $z^{-2}$ term in the upper row. With $S=is$, $\tau=s/C=\tan(\varphi_3/2)$ and $b_k=i\tilde b_k$, the rows of $R_3^\dagger(A,B)$ have coefficients $C(a_k+\tau\tilde b_k)$ and $iC(\tilde b_k-\tau a_k)$. The lower constant term vanishes if $\tau=0.176777/0.888716=0.198912$, so $\varphi_3=2\arctan\tau=22.5^\circ$. The upper $z^{-2}$ term is proportional to $-0.035163+0.198912\times0.176777$, which is zero although no parameter was left to adjust. What remains is

$$A_2=0.906127-0.074658\,z^{-1},\qquad B_2=i\,(0.37533+0.18024\,z^{-1}).$$

For example, $C=1/\sqrt{1+\tau^2}=0.888716/0.906127$, and $C(0.353553+0.198912\times0.146447)=0.37533$. The same step gives $\varphi_2=2\arctan(0.37533/0.906127)=45^\circ$, and a third gives $\varphi_1=22.5^\circ$.

These round angles are exact. Running the three pulses forward with $\varphi_1=\varphi_3$ gives $\tilde b_0=\tilde b_2=\tfrac12\sin\varphi_1\cos(\varphi_2/2)$ and $\tilde b_1=\cos\varphi_1\sin(\varphi_2/2)$. With $\varphi_1=\varphi_2/2=22.5^\circ$ these are $\tfrac14\sin45^\circ$ and $\tfrac12\sin45^\circ$. The design has returned the binomial 1-2-1 train. Exact proportionality of the angles to the filter taps does not hold in general, as the 64-step example below shows.

## The forward map

A train has $n$ steps, each a precession $P$ followed by a hard pulse $R_j$, so $U=R_nP\cdots R_1P$. Let $(\alpha_j,\beta_j)$ be the first column after $j$ steps and remove the common phase by $(A_j,B_j)=z^{-j/2}(\alpha_j,\beta_j)$. Since $z^{-1/2}P=\mathrm{diag}(1,z^{-1})$,

$$A_j=C_jA_{j-1}-S_j^*z^{-1}B_{j-1},\qquad B_j=S_jA_{j-1}+C_jz^{-1}B_{j-1},$$

with $A_0=1$, $B_0=0$. Then $A_1=C_1$ and $B_1=S_1$ are constants and each later step raises the degree by at most one, so $A_j,B_j$ have degree at most $j-1$ in $z^{-1}$. The common phase cancels in $\alpha^*\beta=A^*B$. Two properties follow. The term $z^{-1}B_{j-1}$ has no constant part, so the constant coefficient of $A$ is multiplied by $C_j$ at each step:

$$a_0=\prod_{j=1}^n\cos\frac{\varphi_j}{2},$$

which is positive when all $\varphi_j<\pi$. Unitarity gives $|A|^2+|B|^2=1$ on $|z|=1$, and equating the coefficient of $z^{-m}$ on both sides,

$$\sum_k\left(a_{k+m}a_k^*+b_{k+m}b_k^*\right)=\delta_{m0}.$$

In the small-tip limit, set $C_j\approx1$ and drop products of two $S$. Then $A\approx1$, $B_j\approx S_j+z^{-1}B_{j-1}$, and $B_n\approx\sum_jS_jz^{-(n-j)}$, so that $M_+\approx iM_0\sum_j\varphi_je^{i\theta_j}e^{-i\Delta\omega(n-j)\Delta t}$. This is the Fourier relation between pulse and profile. It also shows that $b_0$ belongs to the last pulse, not the first; overlooking this reverses any asymmetric pulse in time.

## The inverse map

Claim: every pair of degree at most $n-1$ with $|A|^2+|B|^2=1$ on the circle and $a_0>0$ comes from exactly one train with $0\le\varphi_j<\pi$, each pulse being labelled by the complex number $\varphi_je^{i\theta_j}$.

Suppose $(A_j,B_j)$ has these properties with degree at most $j-1$. Inverting one step with $R^\dagger$,

$$A_{j-1}=CA_j+S^*B_j,\qquad z^{-1}B_{j-1}=-SA_j+CB_j .$$

The lower left side has no constant term, so $-Sa_0+Cb_0=0$, or $S/C=b_0/a_0$. Because $S/C=ie^{i\theta}\tan(\varphi/2)$,

$$\varphi_j=2\arctan\left|\frac{b_0}{a_0}\right|,\qquad\theta_j=\arg\left(-i\,\frac{b_0}{a_0}\right),$$

and the tangent is one-to-one on $0\le\varphi<\pi$, so the pulse is forced. With $a_0$ real and positive, $C=a_0/\sqrt{a_0^2+|b_0|^2}$ and $S=b_0/\sqrt{a_0^2+|b_0|^2}$. For $j\ge2$ the $z^{-(j-1)}$ coefficient of the upper row is

$$Ca_{j-1}+S^*b_{j-1}=\frac{a_{j-1}a_0+b_{j-1}b_0^*}{\sqrt{a_0^2+|b_0|^2}}=0,$$

because the numerator is the whole of the unitarity sum at the largest lag $m=j-1$. This is the cancellation met in the hand example. Both new polynomials thus have degree at most $j-2$. The new pair is unitary on the circle since $R^\dagger$ is unitary and $|z^{-1}|=1$. Its constant term is $Ca_0+S^*b_0=\sqrt{a_0^2+|b_0|^2}>0$. The hypotheses are restored, and the step can be repeated. At $j=1$ both polynomials are constants with $a_0^2+|b_0|^2=1$, so the last step yields $A_0=1$, $B_0=0$, which proves the claim. The field follows from $B_{1x}+iB_{1y}=\varphi_je^{i\theta_j}/(\gamma\Delta t)$.

The discarded constant of the lower row vanishes by the choice of $S/C$, whatever the input. The discarded top coefficient of the upper row vanishes only if the unitarity sum at the largest lag does, so its size is a running test of the input pair. It does not detect a common scale factor, which appears at the end as $A_0\ne1$. Since $a_0$ is a divisor, a pair with very small $a_0$ can amplify rounding errors.

## Designing $B$ as a filter

For a nominal flip angle $\Phi$ put $B=i\sin(\Phi/2)\,h(z)$, where $h$ has $n$ real taps and approximates one in the passband and zero in the stopband. If $h_k=h_{n-1-k}$, pairing the terms $k$ and $n-1-k$ gives $h=z^{-(n-1)/2}h_r(x)$ with $h_r=\sum_kh_k\cos[(k-\tfrac{n-1}{2})x]$ real. The Parks-McClellan algorithm chooses the taps to minimise the largest weighted deviation of $h_r$ from the target; the error then oscillates with amplitude $\delta_1$ in the passband and $\delta_2$ in the stopband, and $\delta_1/\delta_2$ equals the stopband weight when the passband weight is one. Nothing below relies on that optimality. Any $h$ serves, and its ripples can be read off afterwards.

Filter ripple is not magnetisation ripple. For $\Phi=90^\circ$ and $h_r=1+\delta$ we have $|B|^2=\tfrac12(1+\delta)^2=\tfrac12+u$ with $u=\delta+\delta^2/2$, so

$$\frac{|M_+|}{M_0}=2\sqrt{(\tfrac12+u)(\tfrac12-u)}=\sqrt{1-4u^2},\qquad\frac{M_z}{M_0}=-2u .$$

The worst point is $\delta=+\delta_1$, since $|u|$ is smaller at $-\delta_1$. The loss is $1-\sqrt{1-4u^2}\approx2u^2\approx2\delta_1^2(1+\delta_1)$, second order because the sine is flat at $90^\circ$, while the leftover $M_z$ is first order. In the stopband $|B|=\delta_2/\sqrt2$ and $|M_+|/M_0\approx2|B|=\sqrt2\,\delta_2$.

## Recovering $A$

Assume $\max|B|<1$ on the circle. Then $Q(z)=1-|B|^2=\sum_{m=-d}^{d}q_mz^{-m}$ is strictly positive there, with $q_{-m}=q_m^*$ because $Q$ is real, and $d\le n-1$ is the largest index with $q_d\ne0$. The Fejér-Riesz factorisation goes as follows. The symmetry of the coefficients gives $[Q(1/z^*)]^*=Q(z)$ for all $z\neq0$, so the $2d$ zeros of the polynomial $z^dQ$ come in pairs $(r,1/r^*)$, none on the circle and none at the origin. Label by $r_l$ the $d$ inner ones:

$$z^dQ=q_{-d}\prod_l(z-r_l)(z-1/r_l^*).$$

The identity $z-1/r^*=-(z/r^*)(z^{-1}-r^*)$ holds, and on the circle $z^{-1}-r^*=(z-r)^*$. The $d$ factors of $z$ cancel $z^d$, leaving $Q=K\prod_l|z-r_l|^2=K\prod_l|1-r_lz^{-1}|^2$ with a constant $K$, which is positive because $Q$ is. Hence

$$A_{\min}=\sqrt K\prod_l(1-r_lz^{-1})$$

is a valid partner with $a_0=\sqrt K>0$. Conversely, any partner with $a_0>0$ can be written $a_0\prod(1-\rho_lz^{-1})$, and $A(z)[A(1/z^*)]^*$ agrees with $Q$ on the circle and hence everywhere. Its zeros $\rho_l$ and $1/\rho_l^*$ must be those of $Q$, so $A$ takes one zero from each pair. There are up to $2^d$ partners, all giving the same $B$, and exactly one, the minimum-phase factor, has all zeros inside.

Root finding is unnecessary. For $|r|<1$ the series $\ln(1-rz^{-1})=-\sum_{k\ge1}r^kz^{-k}/k$ converges on the circle, so $\ln A_{\min}=\ln a_0+\sum_{k\ge1}g_kz^{-k}$ with $g_k=-\sum_lr_l^k/k$. Its real part is $\ln a_0+\tfrac12\sum_{k\ge1}(g_kz^{-k}+g_k^*z^k)$, and this must equal the known function $\tfrac12\ln(1-|B|^2)=\sum_kc_kz^{-k}$. Matching coefficients gives $\ln a_0=c_0$ and $g_k=2c_k$:

$$A_{\min}=\exp\Big(c_0+2\sum_{k\ge1}c_kz^{-k}\Big).$$

On a grid of $N$ points this cepstral method costs four fast Fourier transforms: evaluate $B$, transform the logarithm, keep $c_0$, double the $c_k$ with $0<k<N/2$ and zero those above, transform back and exponentiate, and transform once more for the $a_k$. Since $|c_k|\le d\,r_{\max}^k/2k$, truncation and aliasing errors in the logarithm are of order $r_{\max}^{N/2}$, apart from prefactors. The $n$ retained coefficients $a_k$ are more accurate than this when $N\gg n$, so making $r_{\max}^{N/2}$ negligible is a safe choice; $N$ near $n$ is in general not enough.

The method degrades as $\max|B|\to1$, which is the case of inversion and refocusing pulses. Zeros of $Q$ approach the circle, $r_{\max}\to1$, the logarithm develops singularities and $N$ must grow. A filter that overshoots to $1+\delta_1$ with $\sin(\Phi/2)=1$ has no partner at all, and must be scaled by slightly less than $1/(1+\delta_1)$.

We can now design $B$ as a filter, recover a minimum-phase partner $A$ when $\max|B|<1$, and read off the unique hard-pulse train from the pair. It remains to see what minimum phase minimises, how symmetry and constant-field steps affect the pulse, and how a 64-step $^{13}$C example performs.

All numerical values are calculated from the stated model.
